\section*{Finite-element eigenvalue errors: smooth potentials and the Coulomb cusp}

\section*{Setting}

Finite elements can be refined where an electronic wavefunction needs it. How quickly the energy improves depends on the polynomial degree, and also on what the potential does to the wavefunction. This problem works out both dependences for one electron.

Hartree atomic units are used, and functions are real. The Hamiltonian $H=-\tfrac12\nabla^2+V$ has the quadratic form
\begin{equation}
a(u,v)=\int\left(\tfrac12\nabla u\cdot\nabla v+Vuv\right)d^3r,\qquad (u,v)=\int uv\,d^3r .
\end{equation}
Eigenpairs $(\lambda_k,\psi_k)$, ordered upwards with $\|\psi_k\|=1$, satisfy $a(\psi_k,v)=\lambda_k(\psi_k,v)$ for every $v$ with finite kinetic energy. The trial space $V_h$ contains continuous functions that on each axis-parallel brick are polynomials of degree $p\ge1$ in each coordinate. Neighbouring bricks share whole faces, and the largest brick edge is $h$. All integrals are taken as exact, and $\lambda_{k,h}$ denotes the $k$th eigenvalue of $a$ restricted to $V_h$. The letter $C$ stands for constants independent of $h$; its value may change from line to line.

\section*{(a) Sign and structure of the error}

\textit{On which side of $\lambda_k$ does $\lambda_{k,h}$ lie? For an eigenpair $(\lambda,\psi)$ and a trial function $v=\psi+e$, express $a(v,v)-\lambda(v,v)$ through $e$ alone.}

\textbf{Solution.} The min--max principle reads
\begin{equation}
\lambda_k=\min_{\dim S=k}\ \max_{0\ne v\in S}\frac{a(v,v)}{(v,v)} .
\end{equation}
For $\lambda_{k,h}$ the subspaces $S$ must lie in $V_h$. A minimum over fewer candidates cannot be lower, so $\lambda_{k,h}\ge\lambda_k$. This uses the continuity of the trial functions, which gives them finite kinetic energy, and exact integrals; smoothness of $V$ plays no part. Inexact quadrature can destroy the bound.

Expanding the second expression gives
\begin{align}
a(v,v)-\lambda(v,v)={}&[a(\psi,\psi)-\lambda(\psi,\psi)]+2[a(\psi,e)-\lambda(\psi,e)]\nonumber\\
&+a(e,e)-\lambda(e,e).
\end{align}
Both brackets vanish by the eigenvalue equation, hence
\begin{equation}
a(v,v)-\lambda(v,v)=a(e,e)-\lambda(e,e). \label{quad}
\end{equation}
The energy error is quadratic in the function error.

\section*{(b) Ground state in a smooth potential}

\textit{Let $V$ be smooth and periodic, and consider periodic functions on one cell. Bound the ground-state error by interpolating $\psi$.}

\textbf{Solution.} The eigenfunctions are smooth here. Start with one dimension: $If$ interpolates $f$ at $p+1$ equally spaced nodes, ends included, on an interval of length $\ell$. Three estimates are needed.

(i) $\sup|(If)'|\le C\sup|f'|$. Subtracting the constant $f(x_0)$ changes neither derivative. A polynomial of degree $p$ has slope at most $C/\ell$ times its maximum, and $|f-f(x_0)|\le\ell\sup|f'|$.

(ii) $\sup|f-If|\le C\ell^{s}\sup|f^{(s)}|$ for $1\le s\le p+1$. Let $T$ be the Taylor polynomial of degree $s-1$. Since $IT=T$, $f-If=(f-T)-I(f-T)$, and both terms are of the stated size.

(iii) $\sup|(f-If)'|\le C\ell^{p}\sup|f^{(p+1)}|$. Take $T$ of degree $p$ in the same splitting and apply (i) to $I(f-T)$.

On a brick with edges $h_x,h_y,h_z$ set $I=I_xI_yI_z$ and write
\begin{equation}
u-Iu=(1-I_x)u+I_x(1-I_y)u+I_xI_y(1-I_z)u .
\end{equation}
Apply $\partial_x$. The first term is bounded by (iii). In the second, (i) moves the derivative onto $u$, leaving $(1-I_y)\partial_xu$, to which (ii) with $s=p$ applies. The third is treated in the same way. The operators $I_x,I_y,I_z$ commute, so the other derivatives follow by reordering:
\begin{equation}
|\nabla(u-Iu)|\le C\sum_j h_j^{p}\sup|\partial_j^{p}\nabla u|,\qquad
|u-Iu|\le C\sum_j h_j^{p+1}\sup|\partial_j^{p+1}u| . \label{interp}
\end{equation}
No ratio of edges appears, so stretched bricks are allowed. The interpolant is continuous, because its values on a face are fixed by the nodes on that face, and the two bricks meeting there have these nodes in common.

Take $v=I\psi$ and $e=v-\psi$. Then $\|\nabla e\|\le Ch^p$ and $\|e\|\le Ch^{p+1}$. Since $\lambda_{1,h}$ is the minimum of the Rayleigh quotient, (\ref{quad}) gives
\begin{equation}
0\le\lambda_{1,h}-\lambda_1\le\frac{a(e,e)-\lambda_1(e,e)}{(v,v)}\le C h^{2p}.
\end{equation}

\section*{(c) Excited states}

\textit{Extend the bound to any fixed $k$.}

\textbf{Solution.} Let $a_\sigma(u,v)=a(u,v)+\sigma(u,v)$ with $\sigma=1+\max|V|$. Then $a_\sigma(u,u)\ge\tfrac12\|\nabla u\|^2+\|u\|^2$, and the shifted eigenvalues $\mu_i=\lambda_i+\sigma$ are positive. Let $P$ be the projection onto $V_h$ that is orthogonal with respect to $a_\sigma$. It gives the best approximation in the norm of $a_\sigma$, so by (b) $a_\sigma(\psi_i-P\psi_i,\psi_i-P\psi_i)\le Ch^{2p}$.

Take $w=\sum_{i\le k}c_i\psi_i$ with $\sum c_i^2=1$. Orthogonality gives
\begin{equation}
a_\sigma(Pw,Pw)=a_\sigma(w,w)-a_\sigma(w-Pw,w-Pw)\le\sum_i\mu_ic_i^2\le\mu_k .
\end{equation}
For the norm, $(Pw,Pw)\ge1-2(w,w-Pw)$. The eigenvalue equation, and then the orthogonality of $w-Pw$ to $P\psi_i$, give
\begin{align}
(w,w-Pw)&=\sum_i\frac{c_i}{\mu_i}a_\sigma(\psi_i,w-Pw)\nonumber\\
&=\sum_i\frac{c_i}{\mu_i}a_\sigma(\psi_i-P\psi_i,w-Pw)\le C_kh^{2p},
\end{align}
the last step by the Cauchy--Schwarz inequality. For small $h$ the functions $Pw$ therefore fill a $k$-dimensional subspace of $V_h$, and min--max gives
\begin{equation}
\mu_{k,h}\le\frac{\mu_k}{1-2C_kh^{2p}},\qquad\text{so}\qquad 0\le\lambda_{k,h}-\lambda_k\le C'_kh^{2p}.
\end{equation}
The constant depends on $k$: at fixed $h$ the bound is not uniform over the spectrum.

\section*{(d) Is the order sharp?}

\textit{In one dimension, on a uniform periodic mesh, find the leading ground-state error including its constant.}

\textbf{Solution.} Scale the discrete state so that $(\psi_h,\psi)=1$. Then $e=\psi_h-\psi$ is orthogonal to $\psi$, and (\ref{quad}) becomes
\begin{equation}
(\lambda_h-\lambda)(1+\|e\|^2)=\tfrac12\|e'\|^2+\int(V-\lambda)e^2dx . \label{exacterr}
\end{equation}

\textit{The last integral is of higher order.} Let $g$ be the gap to the next level and $B>0$ a bound on $\lambda-V$. The right side of (\ref{exacterr}) is at least $g\|e\|^2$, and also at least $\tfrac12\|e'\|^2-B\|e\|^2$. Weighting these bounds by $1-\theta$ and $\theta=g/(g+B)$ cancels $\|e\|^2$ and leaves $\tfrac{\theta}{2}\|e'\|^2$. With (b), both $\|e'\|$ and $\|e\|$ are $O(h^p)$.

To gain one more power for $\|e\|$, solve $(H-\lambda)\phi=e$ with $\phi\perp\psi$, which is possible because $e\perp\psi$. Then $\|\phi\|\le\|e\|/g$, and the equation itself gives $\|\phi''\|\le C\|e\|$. Let $J\phi$ be the piecewise linear interpolant. On each element $(\phi-J\phi)'$ has zero mean, so it vanishes somewhere, and integrating $\phi''$ from there gives $\|(\phi-J\phi)'\|\le h\|\phi''\|$. Since $a(\cdot,\psi)=\lambda(\cdot,\psi)$,
\begin{align}
\|e\|^2&=(a-\lambda)(\phi-J\phi,e)+(a-\lambda)(J\phi,\psi_h)\nonumber\\
&\le Ch\|e\|\left(\|e'\|+\|e\|\right)+(\lambda_h-\lambda)(J\phi,\psi_h),
\end{align}
where $(a-\lambda)(u,v)$ means $a(u,v)-\lambda(u,v)$. The last term is at most $Ch^{2p}\|e\|$. Thus $\|e\|=O(h^{p+1})$, and the integral in (\ref{exacterr}) is $O(h^{2p+2})$.

\textit{The kinetic term.} On each element $\psi_h'$ is a polynomial of degree $p-1$, so $\|e'\|^2\ge M$, where $M$ is the summed least-squares misfit of $\psi'$ by such polynomials. This gives a lower bound on the error. For a matching upper bound, let $v'$ be the best piecewise fit to $\psi'$. The fit preserves the mean on each element, so $v$ can be chosen equal to $\psi$ at all element ends. It is then continuous and periodic, and $\|v-\psi\|=O(h^{p+1})$. Hence $\lambda_h-\lambda=\tfrac12M$ to leading order.

Near an element centre $x_c$, $\psi'$ is a polynomial of degree $p-1$ plus $\psi^{(p+1)}(x_c)(x-x_c)^p/p!$ plus higher terms. The part of $(x-x_c)^p$ that cannot be fitted is the Legendre polynomial scaled to leading coefficient one. On $[-1,1]$, $P_p$ has leading coefficient $(2p)!/(2^pp!^2)$ and squared norm $2/(2p+1)$. On width $h$ the squared misfit of $(x-x_c)^p$ is therefore
\begin{equation}
\left(\frac h2\right)^{2p+1}\left[\frac{2^pp!^2}{(2p)!}\right]^2\frac{2}{2p+1}
=\frac{h^{2p+1}}{2p+1}\frac{p!^4}{(2p)!^2}.
\end{equation}
Dividing by $p!^2$ and summing over elements,
\begin{equation}
\lambda_h-\lambda\simeq\frac{1}{2(2p+1)}\left[\frac{p!}{(2p)!}\right]^2h^{2p}\int|\psi^{(p+1)}|^2dx . \label{sharp}
\end{equation}
The prefactors are $1/24$, $1/1440$ and $1/201600$ for $p=1,2,3$. The integral vanishes only for constant $\psi$, that is, constant $V$; otherwise the order $2p$ is sharp.

For $V=\cos x$ and 32 elements, the ground-state errors are $9.67\times10^{-4}$, $1.43\times10^{-6}$ and $1.43\times10^{-9}$ hartree. Their ratios to (\ref{sharp}) are 0.999, 0.996 and 0.996. The same formula, derived here for the ground state, also agrees within about 1\% for the next two states.

\section*{(e) A nucleus at a mesh vertex: upper bound}

\textit{Let $V=-Z/r$ in three dimensions, with the nucleus at a vertex. All bricks shrink in proportion to $h$. What order does interpolation now guarantee?}

\textbf{Solution.} The ground state is $\psi=\sqrt{Z^3/\pi}\,e^{-Zr}$ with $E=-Z^2/2$. A derivative of order $|\alpha|\ge1$ is $e^{-Zr}$ times a sum of terms homogeneous in the coordinates, of degrees $1-|\alpha|$ to $0$. Therefore
\begin{equation}
|\partial^\alpha\psi|\le C\,r^{1-|\alpha|}e^{-Zr/2}. \label{deriv}
\end{equation}

Take $e=I\psi-\psi$. The Coulomb part of $a(e,e)$ is negative and may be dropped from an upper bound:
\begin{equation}
a(e,e)-E(e,e)\le\tfrac12\|\nabla e\|^2+\tfrac12Z^2\|e\|^2 . \label{drop}
\end{equation}
In the eight bricks touching the nucleus $\nabla\psi$ is bounded, and by (i) so is $\nabla I\psi$. Their volume is $O(h^3)$, so they contribute $O(h^3)$. On the other bricks $r$ varies by a bounded factor, and (\ref{interp}) with (\ref{deriv}) gives $|\nabla e|\le Ch^pr^{-p}$ times a decaying exponential. Their contribution is at most
\begin{equation}
Ch^{2p}\int_{ch}^{\infty}r^{2-2p}e^{-Zr}dr=
\begin{cases}O(h^2),&p=1,\\ O(h^3),&p\ge2,\end{cases}
\end{equation}
with a fixed $c>0$. For $p\ge2$ the integral is dominated by its lower end and grows as $h^{3-2p}$. The term $\|e\|^2$ is smaller by a factor $h^2$. The guaranteed order is thus $\min(2p,3)$.

If the trial functions vanish on a distant wall, $\psi$ is first multiplied by a smooth cutoff. This adds to $e$ a piece living near and beyond the wall, whose energy is exponentially small in the wall distance.

\section*{(f) Can a higher degree beat this order?}

\textit{Find a lower bound on the error.}

\textbf{Solution.} Scale $\psi_h$ as in (d), so that $e\perp\psi$ and $(E_h-E)(1+\|e\|^2)=a(e,e)-E(e,e)$. Two lower bounds on the right side are available. The gap from $-Z^2/2$ to $-Z^2/8$ gives $\tfrac38Z^2\|e\|^2$. The operator $-\tfrac14\nabla^2-Z/r$ has lowest eigenvalue $-Z^2$, which gives $\tfrac14\|\nabla e\|^2-\tfrac12Z^2\|e\|^2$. With weights $\tfrac47$ and $\tfrac37$ the terms in $\|e\|^2$ cancel:
\begin{equation}
a(e,e)-E(e,e)\ge\tfrac{3}{28}\|\nabla e\|^2 . \label{coer}
\end{equation}

Let the eight bricks at the nucleus be cubes, and let $h$ now denote their edge; under the refinement of (e) it is proportional to the largest edge. In each of these cubes $\nabla\psi=-\psi(0)Z\,\mathbf r/r+O(r)$, while $\psi_h$ is a polynomial $q$. Define
\begin{equation}
\kappa_p=\min_q\int_{[0,1]^3}|\nabla(r-q)|^2d^3r .
\end{equation}
If $\kappa_p$ were zero, $r$ would be a polynomial on the cube. On the face $z=0$ this would make $x^2+y^2$ the square of a polynomial, necessarily $\alpha x+\beta y$, with $\alpha^2=\beta^2=1$ and $\alpha\beta=0$, which is impossible. So $\kappa_p>0$ for every $p$. The gradient of $r$ is unchanged by scaling, so a cube of edge $h$ has misfit $\kappa_ph^3$. With eight cubes and $\psi(0)^2=Z^3/\pi$, to leading order in $h$,
\begin{equation}
E_h-E\ \ge\ \frac{3}{28}\,\frac{8Z^5}{\pi}\,\kappa_p\,h^3 . \label{lower}
\end{equation}
For $p\ge2$ the order is therefore 3, however high the fixed degree. A higher degree reduces the constant: $\kappa_p=0.154$, $0.0121$ and $0.00134$ for $p=1,2,3$.

The obstruction is that polynomials in the Cartesian coordinates cannot reproduce $r$; a tetrahedron with a vertex at the nucleus meets it for the same reason. On a radial mesh the unknown is $u=re^{-Zr}$, which is smooth on $r\ge0$. Part (b) and the step (\ref{drop}) then give order $2p$. The observed radial orders are 1.88, 3.96 and 5.97.

\section*{(g) Choosing the mesh}

\textit{Place the edges on each half axis at $x_i=L(i/N)^g$. Which $g$ restores the order $N^{-2p}$?}

\textbf{Solution.} Take $g\ge1$, so that $x^{1-1/g}$ does not decrease with $x$. Since $dx/dt=gLt^{g-1}$ with $t=i/N$, an interval at $x$ has width at most $CN^{-1}x^{1-1/g}$. The first interval, of width $LN^{-g}$, obeys the same bound with $x=x_1$. On every brick away from the nucleus $r\ge x_1$, $r$ is at least each coordinate, and $r$ varies by a bounded factor because $x_{i+1}/x_i\le2^g$ for $i\ge1$. Hence all its edges obey $h_j\le CN^{-1}r^{1-1/g}$. Such bricks may be strongly stretched, which (\ref{interp}) permits. Their contribution is
\begin{equation}
C N^{-2p}\int r^{2p(1-1/g)}\,r^{-2p}\,r^2dr=CN^{-2p}\int r^{2-2p/g}dr .
\end{equation}
The integral converges at the nucleus if $2-2p/g>-1$, that is, $g>2p/3$; for $p=1$ every $g\ge1$ satisfies this. The corner bricks contribute their volume, $O(N^{-3g})$, which is then also below $N^{-2p}$. In terms of the number of unknowns $n\propto N^3$, the error is $O(n^{-2p/3})$, against $n^{-1}$ without grading for $p\ge2$.

\section*{(h) A smooth and a cusped case with the same energy}

\textit{Let $s=\sqrt{r^2+a^2}$. Find the potential for which $e^{-s}$ has energy $-\tfrac12$, and use it to compare the orders.}

\textbf{Solution.} With $s'=r/s$ and $s''=a^2/s^3$,
\begin{equation}
\frac{\nabla^2e^{-s}}{e^{-s}}=s'^2-s''-\frac{2s'}{r}=1-\frac{a^2}{s^2}-\frac{a^2}{s^3}-\frac2s .
\end{equation}
Setting $V=-\tfrac12+\tfrac12\nabla^2e^{-s}/e^{-s}$ gives
\begin{equation}
V_a=-\frac1s-\frac{a^2}{2s^2}-\frac{a^2}{2s^3}.
\end{equation}
The eigenfunction is positive, so it is the ground state. For $a=1$ bohr everything is smooth; for $a=0$ this is hydrogen with a fixed point nucleus, without relativity.

Both cases use one coarse mesh reaching to a wall at 15 bohr. Each element is divided into $m$ parts, and $h=1/(2m)$ bohr is now the width at the origin. The table gives the absolute errors $E_h+\tfrac12$ in hartree:
\begin{center}
\begin{tabular}{lccc}
 & $h=1/2$ & $h=1/4$ & $h=1/6$\\
smooth, $p=2$ & $1.69\times10^{-4}$ & $1.16\times10^{-5}$ & --\\
smooth, $p=3$ & $2.48\times10^{-6}$ & $4.6\times10^{-8}$ & --\\
Coulomb, $p=2$ & $1.92\times10^{-3}$ & $2.77\times10^{-4}$ & $8.59\times10^{-5}$\\
Coulomb, $p=3$ & $2.13\times10^{-4}$ & $2.69\times10^{-5}$ & $7.98\times10^{-6}$
\end{tabular}
\end{center}
For $p=3$, halving $h$ divides the smooth error by 54, an order $\log_2 54\approx5.75$. In the Coulomb case the last two meshes give $\ln(26.85/7.985)/\ln1.5\approx2.99$. For $p=2$ the orders are 3.87 and 2.89. For $p=1$ they are 1.96 and 1.79; the latter is still below the order 2 that (e) guarantees as $h\to0$.

The bound (\ref{lower}) for $p=2$, $h=1/6$ is $0.273\times0.0121/216\approx1.5\times10^{-5}$ hartree. The actual error is nearly six times larger, as a bound built from the corner cubes and the cautious factor $3/28$ allows.

Grading with $g=p$ satisfies $g>2p/3$. The observed orders in $1/N$ are 3.79 for $p=2$ and about 5.9 for $p=3$ (at $N=16$ the quadrature of $1/r$ shifts the latter error by about $2\times10^{-9}$ hartree, and the order by 0.01). Compared with the $h=1/4$ mesh of the table, which also has 16 elements per half axis and whose coarse mesh already widens away from the nucleus, grading lowers the error from 7.5 to 2.8 meV for $p=2$, and from 0.73 to 0.017 meV for $p=3$. The size of these factors depends on the reference mesh and on $g$, which differs between the two runs. If the graded error falls as $N^{-2p}$, the gain grows as $N^{2p-3}$, faster for the higher degree. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Units: energy in hartree, length in bohr, unless stated
1D V=cos(x): period 6.28319 bohr, N=32, h=0.19635 bohr
1D reference energies (hartree): -0.53506485 0.34336013 0.85363435
1D p=1: ground error 9.674e-04 hartree; error/predicted, 3 states: 0.9987 0.9954 0.9895
1D p=1: observed orders, 3 states: 1.994 1.980 1.955
1D p=2: ground error 1.435e-06 hartree; error/predicted, 3 states: 0.9958 0.9935 0.9922
1D p=2: observed orders, 3 states: 3.982 3.972 3.966
1D p=3: ground error 1.432e-09 hartree; error/predicted, 3 states: 0.9955 0.9943 0.9935
1D p=3: observed orders, 3 states: 5.981 5.975 5.972
Radial hydrogen p=1, h=0.125 bohr: error 3.131e-03 hartree, order 1.883
Radial hydrogen p=2, h=0.125 bohr: error 2.179e-06 hartree, order 3.961
Radial hydrogen p=3, h=0.125 bohr: error 4.701e-10 hartree, order 5.974
Coercivity: bound 0.1071, computed minimum s 0.2597, p 0.3751 (no unit)
Corner misfit kappa_1 = 0.15410 (no unit)
Corner misfit kappa_2 = 0.01212 (no unit)
Corner misfit kappa_3 = 0.00134 (no unit)
Largest quadrature defect of <1/r>: 2.1e-09 1/bohr
Coarse edges (bohr): 0 0.5 1 1.75 2.75 4.25 6.5 10 15
Exact ground energy, both potentials: -0.5 hartree
Smooth a=1 p=1, h=1/2,1/4 bohr: errors 1.135e-02 2.909e-03 hartree
Smooth a=1 p=1: observed order 1.964
Smooth a=1 p=2, h=1/2,1/4 bohr: errors 1.693e-04 1.156e-05 hartree
Smooth a=1 p=2: observed order 3.872
Smooth a=1 p=3, h=1/2,1/4 bohr: errors 2.478e-06 4.615e-08 hartree
Smooth a=1 p=3: observed order 5.746
Coulomb p=1, h=1/2,1/4,1/6 bohr: errors 2.268e-02 7.322e-03 3.549e-03 hartree
Coulomb p=1: observed order 1.786
Coulomb p=1: lower bound at h=1/6 bohr 1.303e-04 hartree
Coulomb p=2, h=1/2,1/4,1/6 bohr: errors 1.916e-03 2.774e-04 8.594e-05 hartree
Coulomb p=2: observed order 2.890
Coulomb p=2: lower bound at h=1/6 bohr 1.503e-05 hartree
Coulomb p=3, h=1/2,1/4,1/6 bohr: errors 2.127e-04 2.685e-05 7.985e-06 hartree
Coulomb p=3: observed order 2.991
Coulomb p=3: lower bound at h=1/6 bohr 1.698e-06 hartree
Graded p=2, g=2, N=8,12,16: errors 1.331e-03 3.080e-04 1.037e-04 hartree
Graded p=2: observed order in 1/N 3.785, first edge at N=16 0.05859 bohr
p=2, N=16 in both: uniform refinement error 7.5473 meV, graded error 2.8206 meV
Graded p=3, g=3, N=8,12,16: errors 3.581e-05 3.417e-06 6.252e-07 hartree
Graded p=3: observed order in 1/N 5.904, first edge at N=16 0.00366 bohr
p=3, N=16 in both: uniform refinement error 0.7306 meV, graded error 0.0170 meV
\end{verbatim}
